# The Bonneau-Martin radiator and the radiative tail above a narrow resonance

## 1. What symmetry and dimensions fix

An electron and a positron annihilate into a photon and a system $X$,

$$e^-(p_1)+e^+(p_2)\to\gamma(k)+X(Q),\qquad Q=p_1+p_2-k .$$

The photon comes from the incoming pair, and $X$ is made through a conserved vector current. The beams are unpolarized and all momenta and spins of $X$ are summed. The tensor describing $X$ can then depend on $Q$ alone, and current conservation leaves one structure:

$$\int d\Phi_X\,J^\mu J^{\nu*}=\left(-g^{\mu\nu}+\frac{Q^\mu Q^\nu}{Q^2}\right)H(Q^2).\tag{1}$$

The same function $H$ fixes the cross section $\sigma_0(Q^2)$ without a photon. It cancels in the ratio of the two, so

$$\frac{d\sigma}{dx}=W(s,x)\,\sigma_0\big(s(1-x)\big),\qquad x=\frac{2E_\gamma}{\sqrt s},\tag{2}$$

where $s=(p_1+p_2)^2$ and $E_\gamma$ is the photon energy in the centre-of-mass frame. At lowest order $W$ is $\alpha$ times a dimensionless function of $x$ and $m^2/s$, with $m$ the electron mass.

Angular momentum fixes how $m$ enters. A massless electron keeps its helicity and cannot emit a photon of helicity $\pm1$ exactly forward, so the amplitude carries a factor $\theta$ against a propagator $1/\theta^2$. The rate behaves as $\theta\,d\theta\,\theta^2/\theta^4=d\theta/\theta$, a logarithm cut off at $\theta\sim m/E$, with $E=\sqrt s/2$. Terms that cost $m^2$, from helicity flip and from the mass correction to the helicity-conserving rate, can keep the full $1/\theta^4$, and their integral is a constant. Hence for $m^2\ll s$

$$W=\alpha\,[A(x)L+B(x)],\qquad L=\ln\frac{s}{m^2}.$$

The calculation below gives $A$ and $B$:

$$\boxed{W(s,x)=\frac{2\alpha}{\pi x}(L-1)\left(1-x+\frac{x^2}{2}\right)}\tag{3}$$

Here $\hbar=c=1$, $e^2=4\pi\alpha$ and the metric is $(+,-,-,-)$. Energies are in GeV, since atomic units are unnatural at this scale.

## 2. Kinematics

Let $\kappa_i=2p_i\cdot k$, $c=\cos\theta$ and $\beta^2=1-4m^2/s$. Each beam particle has energy $\sqrt s/2$ and the photon has energy $x\sqrt s/2$, so

$$\kappa_{1,2}=\frac{sx}{2}(1\mp\beta c),\qquad \kappa_1+\kappa_2=sx,\qquad Q^2=s-\kappa_1-\kappa_2=s(1-x).\tag{4}$$

The momenta on the internal electron line are $a=p_1-k$ and $b=k-p_2$, with

$$a^2-m^2=-\kappa_1,\qquad b^2-m^2=-\kappa_2,\qquad p_1\cdot p_2=\tfrac12(s-2m^2).$$

## 3. The process without a photon

The amplitude has squared coupling and propagator $e^2/s^2$; the charge of the final particles is included in $J$. The term $Q^\mu Q^\nu$ in (1) drops out because $\bar v(\not p_1+\not p_2)u=(m-m)\bar vu=0$. Using $\gamma^\nu(\not p_1+m)\gamma_\nu=-2\not p_1+4m$, the spin average contracted with $-g$ is

$$-\tfrac14{\rm Tr}[(\not p_2-m)(-2\not p_1+4m)]=2p_1\cdot p_2+4m^2=s+2m^2 .$$

With flux $2s\beta$ and $m\to0$, and with $s$ renamed $Q^2$,

$$\sigma_0(Q^2)=\frac{1}{2Q^2}\frac{e^2}{Q^4}\,Q^2H(Q^2)=\frac{e^2H(Q^2)}{2Q^4}.\tag{5}$$

Replacing the physical cross section by this massless one requires $Q^2\gg m^2$.

## 4. The process with a photon

The photon can leave either incoming line, so the electron part of the amplitude is $\bar v\,O^{\mu\nu}u$ with

$$O^{\mu\nu}=\frac{\gamma^\nu(\not a+m)\gamma^\mu}{-\kappa_1}+\frac{\gamma^\mu(\not b+m)\gamma^\nu}{-\kappa_2}.$$

Index $\mu$ belongs to the real photon and $\nu$ to the virtual one.

To contract with $Q_\nu$, write $Q=p_2+a$ in the first term. Then $\bar v\not Q=\bar v(\not a-m)$, which cancels the propagator and leaves $\bar v\gamma^\mu u$. In the second term $Q=p_1-b$, so $\not Qu=(m-\not b)u$, which leaves $-\bar v\gamma^\mu u$. The sum is zero. Contraction with $k_\mu$ vanishes in the same way, through $k=p_1-a$ and $k=b+p_2$. Both the tensor (1) and the photon polarization sum may therefore be replaced by $-g$, and the spin average is

$$S=\frac{A_{11}}{\kappa_1^2}+\frac{A_{22}}{\kappa_2^2}+\frac{2A_{12}}{\kappa_1\kappa_2}.$$

**Direct term.** Since $\gamma^\mu(\not p_1+m)\gamma_\mu=-2\not p_1+4m$ and $\gamma_\nu(\not p_2-m)\gamma^\nu=-2\not p_2-4m$,

$$A_{11}=\tfrac14{\rm Tr}[(-2\not p_2-4m)\,Z],\qquad Z=(\not a+m)(-2\not p_1+4m)(\not a+m).$$

Expand $Z$ with $\not a\not p_1\not a=2(a\cdot p_1)\not a-a^2\not p_1$, $a\cdot p_1=m^2-\kappa_1/2$ and $a^2=m^2-\kappa_1$:

$$Z=(4m^2+2\kappa_1)\not a-2\kappa_1\not p_1+m(4m^2-2\kappa_1).$$

With $2p_2\cdot a=s-2m^2-\kappa_2$ the trace is

$$A_{11}=-(4m^2+2\kappa_1)(s-2m^2-\kappa_2)+2\kappa_1(s-2m^2)-4m^2(4m^2-2\kappa_1).$$

The terms $2\kappa_1(s-2m^2)$ cancel. Putting $s=Q^2+\kappa_1+\kappa_2$ in the rest gives

$$A_{11}=2\kappa_1\kappa_2-4m^2(Q^2+2m^2)+4m^2\kappa_1.\tag{6}$$

Exchange of electron and positron gives $A_{22}$, with $\kappa_1\leftrightarrow\kappa_2$.

**Interference.** Conjugation reverses the order of the matrices, so

$$A_{12}=\tfrac14{\rm Tr}[(\not p_2-m)\gamma^\nu(\not a+m)\gamma^\mu(\not p_1+m)\gamma_\nu(\not b+m)\gamma_\mu].$$

The sum over $\nu$ gives

$$\gamma^\nu(\not a+m)\gamma^\mu(\not p_1+m)\gamma_\nu=-2\not p_1\gamma^\mu\not a+4m(a+p_1)^\mu-2m^2\gamma^\mu .$$

Multiplying by $(\not b+m)\gamma_\mu$ and summing over $\mu$ yields

$$-8(a\cdot b)\not p_1+4m\not p_1\not a+4m\not b(\not a+\not p_1)+4m^2(\not a+\not p_1+\not b)-8m^3 .$$

In the trace, odd terms pair with $\not p_2$ and even terms with $-m$:

$$\begin{aligned}A_{12}={}&-8(a\cdot b)(p_1\cdot p_2)+4m^2p_2\cdot(a+b+p_1)\\&-4m^2(p_1\cdot a+a\cdot b+b\cdot p_1)+8m^4 .\end{aligned}$$

Because $a+b=p_1-p_2$, the scalar products are

$$a\cdot b=\tfrac12(2m^2-Q^2),\qquad p_2\cdot(a+b+p_1)=s-3m^2,$$
$$p_1\cdot a+a\cdot b+b\cdot p_1=3m^2-\tfrac12(s+Q^2).$$

Therefore

$$\begin{aligned}A_{12}&=2(Q^2-2m^2)(s-2m^2)+4m^2(s-3m^2)-12m^4+2m^2(s+Q^2)+8m^4\\&=2sQ^2+2m^2(s-Q^2)-8m^4.\end{aligned}\tag{7}$$

**Sum.** The last term of (6) and its partner combine through $1/\kappa_1+1/\kappa_2=(s-Q^2)/(\kappa_1\kappa_2)$:

$$\begin{aligned}S=2\Big[&\frac{\kappa_1}{\kappa_2}+\frac{\kappa_2}{\kappa_1}+\frac{2sQ^2+4m^2(s-Q^2)-8m^4}{\kappa_1\kappa_2}\\&-2m^2(Q^2+2m^2)\Big(\frac1{\kappa_1^2}+\frac1{\kappa_2^2}\Big)\Big].\end{aligned}\tag{8}$$

The double poles carry $m^2$, so they add a constant and no logarithm. They are not the helicity-flip rate: they are negative and survive for a soft photon, whereas the flip rate is positive and becomes a vanishing share of $S$ as $x\to0$.

## 5. The integral over photon directions

Let $\mu=m^2/s$ (from here on a number, not an index) and $N=2-2x+x^2$. Since $\kappa_1/\kappa_2+\kappa_2/\kappa_1=s^2x^2/(\kappa_1\kappa_2)-2$, the single-pole terms share the numerator $s^2(N+4\mu x-8\mu^2)$. From (4), $\kappa_1\kappa_2=\frac14s^2x^2(1-\beta^2c^2)$. The two integrals needed are

$$\int_{-1}^{1}\frac{dc}{1-\beta^2c^2}=\frac{\Lambda}{\beta},\quad \Lambda=\ln\frac{1+\beta}{1-\beta};\qquad \int_{-1}^{1}\frac{dc}{(1\mp\beta c)^2}=\frac{2}{1-\beta^2}=\frac{s}{2m^2}.$$

The second grows as $1/m^2$ and cancels the explicit mass factor in (8). The three contributions inside the bracket of (8) become

$$\frac{4}{x^2}\frac{\Lambda}{\beta}(N+4\mu x-8\mu^2),\qquad -4,\qquad -\frac{8}{x^2}(1-x+2\mu).$$

Doubling their sum and using $x^2+2(1-x)=N$,

$$\int_{-1}^{1}S\,dc=\frac{8}{x^2}\left[\frac{\Lambda}{\beta}(N+4\mu x-8\mu^2)-N-4\mu\right].\tag{9}$$

The constant $-N$ has two sources. The double poles give $-2(1-x)$ and the non-singular term gives $-x^2$. Setting $m=0$ in the numerators from the start would lose the first.

For small mass, $\Lambda=\ln[(1+\beta)^2/(4\mu)]\to L$, so (9) tends to $(8/x^2)N(L-1)$. Integrating the Dirac trace numerically by Gauss-Legendre quadrature at $\mu=10^{-4}$ and $x=0.1,0.5,0.9$ shows a largest relative difference from this limit of $5.5\times10^{-4}$. In the example below $\mu=e^{-L}$ is about $10^{-8}$, and the mass corrections are negligible.

## 6. Phase space and the radiator

The phase space splits into production of the photon and a system of mass squared $Q^2$, followed by the phase space of $X$:

$$d\Phi=\frac{dQ^2}{2\pi}\,\frac{|\mathbf k|}{16\pi^2\sqrt s}\,d\Omega\,d\Phi_X\ \longrightarrow\ \frac{s\,dx}{2\pi}\,\frac{x\,dc}{16\pi}\,d\Phi_X .$$

Here $|\mathbf k|=x\sqrt s/2$, the azimuth gives $2\pi$, and $dQ^2$ is taken positive. The squared amplitude is $(e^4/Q^4)SH$. With flux $2s$ for $\beta\to1$, and $H=2Q^4\sigma_0/e^2$ from (5),

$$\frac{d\sigma}{dx}=\frac{1}{2s}\frac{e^4}{Q^4}\frac{2Q^4\sigma_0}{e^2}\frac{s}{2\pi}\frac{x}{16\pi}\frac{8N(L-1)}{x^2}=\frac{e^2}{4\pi^2x}N(L-1)\,\sigma_0(Q^2).$$

Since $e^2=4\pi\alpha$, the prefactor is $\alpha/(\pi x)$, and $N=2(1-x+x^2/2)$ gives (3).

## 7. Limits, photon angle and validity

**Soft photon.** For $x\to0$, equation (8) at leading order in $m^2/s$ becomes

$$S\to s\left[\frac{4s}{\kappa_1\kappa_2}-\frac{4m^2}{\kappa_1^2}-\frac{4m^2}{\kappa_2^2}\right]\simeq-s\left(\frac{p_1}{p_1\cdot k}-\frac{p_2}{p_2\cdot k}\right)^2 .$$

This is the rate without a photon times the radiation factor of two classical charges that stop abruptly. Correspondingly $W\to2\alpha(L-1)/(\pi x)$.

**Hard photon.** For $x\to1$, $W\to\alpha(L-1)/\pi$. The radiator stays finite, but $Q^2\to0$ eventually violates $Q^2\gg m^2$.

**Photon away from the beams.** Suppose the photon is accepted for $|\cos\theta|<c_0$, with the excluded cones much wider than $m/E$. The mass can then be dropped in (8), so $S=2[4N/(x^2(1-c^2))-2]$. Integration and the prefactor $\alpha x/(8\pi)$ from section 6 give

$$W_{c_0}=\frac{\alpha}{\pi x}\left[N\ln\frac{1+c_0}{1-c_0}-x^2c_0\right].\tag{10}$$

The large logarithm is gone: it came from angles between $m/E$ and the edge of the cone.

**What is missing.** Equation (3) holds for one emitted photon at lowest order. Virtual corrections, further photons and emission from $X$ are left out. If the interactions conserve charge conjugation, interference between initial and final emission cancels in charge-symmetric sums: $X$ is odd under charge conjugation when the photon comes from the beams and even when it comes from the final state.

The size of multiple soft emission can be estimated by treating soft photons as independent, with rate $t\,dx'/x'$ and $t=(2\alpha/\pi)(L-1)$. The probability of no further photon between $x$ and 1 is $e^{-t\ln(1/x)}$, so soft emission first lowers the rate by the relative amount $t\ln(1/x)$. When this is not small, (3) must be replaced by a resummed form. When it is small, other corrections of order $t$, from virtual photons and hard collinear emission, still remain.

## 8. A narrow vector resonance

Let a resonance of mass $M$ and width $\Gamma$ couple to electrons through a vector vertex of strength $g_e$. The electron trace is the one already computed, so the same $W$ applies. The decay width averages over three polarizations. The spin sum is four times the average $M^2$, and massless two-body phase space is $1/(8\pi)$:

$$\Gamma_{ee}=\frac{1}{2M}\,\frac13\,\frac{4g_e^2M^2}{8\pi}=\frac{g_e^2M}{12\pi}.$$

For a final channel $f$, the polarization sum contracted with (1) gives $3H_f$, hence $\Gamma_f=H_f(M^2)/(2M)$. In (5) the factor $e^2/Q^4$ is replaced by $g_e^2/[(s'-M^2)^2+M^2\Gamma^2]$, where $s'=Q^2$. For a light fermion pair with constant coupling, $H_f$ is proportional to $s'$ on dimensional grounds, so

$$\sigma_R(s')=\frac{12\pi\Gamma_{ee}\Gamma_f\,(s'/M^2)}{(s'-M^2)^2+M^2\Gamma^2}.\tag{11}$$

The integral of the Lorentzian over $s'$ is $\pi/(M\Gamma)$. With $B_f=\Gamma_f/\Gamma$, a narrow resonance therefore acts as

$$\sigma_R(s')\to\frac{12\pi^2\Gamma_{ee}B_f}{M}\,\delta(s'-M^2).\tag{12}$$

## 9. The radiative-return tail

At $s>M^2$ a photon with

$$x_0=1-\frac{M^2}{s}$$

brings the remaining pair back to the resonance. Inserting (12) in (2), with $dx=ds'/s$ in magnitude,

$$\sigma_{\rm tail}(s)=\frac{12\pi^2\Gamma_{ee}B_f}{Ms}\,W(s,x_0).\tag{13}$$

Now $1-x_0+x_0^2/2=\frac12(1+M^4/s^2)$ and $sx_0=s-M^2$, so

$$\boxed{\sigma_{\rm tail}=12\pi\alpha\,\Gamma_{ee}B_f\,(L-1)\,\frac{s^2+M^4}{M\,s^2\,(s-M^2)}}\tag{14}$$

Near the resonance the tail falls as $1/(s-M^2)$, the soft-photon spectrum. For $s\gg M^2$ it approaches $12\pi\alpha\Gamma_{ee}B_f(L-1)/(Ms)$. At fixed $\Gamma_{ee}$ and $B_f$ it does not depend on $\Gamma$.

Taking $W$ out of the integral requires $s-M^2\gg M\Gamma$, because $W$ varies over the distance $s-M^2$. If events are kept for $|s'-M^2|<\Delta$, with $\Delta$ also small on that scale, the Lorentzian retains the fraction $(2/\pi)\arctan[\Delta/(M\Gamma)]$.

Without radiation the resonance still contributes its wing $\sigma_R(s)$. For $s-M^2\gg M\Gamma$, dividing (11) by (14) gives

$$\frac{\sigma_R(s)}{\sigma_{\rm tail}(s)}=\frac{\Gamma\,s^3}{\alpha(L-1)\,M\,(s-M^2)(s^2+M^4)}.\tag{15}$$

The tail costs a factor $\alpha$ but gains from reaching the peak, so it wins for a narrow enough resonance. Non-resonant production of $f$ and its interference with the resonance are separate contributions, not included here.

## 10. Worked example

Take a model resonance with $M=3$ GeV, $\Gamma=100$ keV, $\Gamma_{ee}=5$ keV and $B_f=0.1$, observed at $\sqrt s=4$ GeV. Then

$$x_0=1-\frac{9}{16}=0.4375,\qquad E_\gamma=\frac{0.4375\times4}{2}=0.875\ {\rm GeV},\qquad L=17.931 .$$

The polynomial in (3) is $0.6582$, so

$$W=\frac{2(0.00729735)}{\pi(0.4375)}(16.931)(0.6582)=0.1183 .$$

The resonance area in (12) is $12\pi^2\Gamma_{ee}B_f/M=1.974\times10^{-5}$, and (13) gives

$$\sigma_{\rm tail}=\frac{1.974\times10^{-5}\times0.1183}{16}=1.46\times10^{-7}\ {\rm GeV}^{-2}=57\ {\rm pb},$$

using $1\ {\rm GeV}^{-2}=3.894\times10^8$ pb.

If the photon must lie between $20^\circ$ and $160^\circ$, the ratio of (10) to (3) is $0.197$, leaving about 11 pb. Four fifths of the photons stay within $20^\circ$ of a beam.

A window $\Delta=0.15$ GeV$^2$ is 500 times $M\Gamma$ and keeps the fraction $0.9987$. Adaptive quadrature of $W\sigma_R$ over this window, divided by (14), also gives $0.9987$. The two agree to better than $10^{-5}$, so taking $W$ out of the integral costs almost nothing here; the missing 0.13 per cent is the area of the Lorentzian outside the window.

The table repeats the calculation at other energies. The last column is $t\ln(1/x_0)$ from section 7.

| $\sqrt s$ (GeV) | $x_0$ | tail (pb) | wing/tail | soft log |
|---|---|---|---|---|
| 3.1 | 0.063 | 902 | 0.0023 | 0.21 |
| 3.5 | 0.265 | 141 | 0.00067 | 0.10 |
| 4.0 | 0.438 | 57 | 0.00047 | 0.065 |
| 6.0 | 0.750 | 12.5 | 0.00032 | 0.024 |
| 10.0 | 0.910 | 3.7 | 0.00027 | 0.008 |

The wing is below one per cent of the tail throughout. By (15) their ratio rises toward the resonance as $1/(s-M^2)$ and levels off far above it at $\Gamma/[\alpha M(L-1)]$, apart from the slow change of $L$.

A large soft logarithm warns that the lowest order is unreliable, but a small one does not bound the full correction. At 3.1 GeV the photon is soft and the estimate reaches 21 per cent, so 902 pb is a lowest-order value in need of resummation. At 4 GeV it is about 6.5 per cent, but the virtual and collinear corrections of order $t\approx0.08$ are of similar size and opposite sign, so this is not the net correction. At 10 GeV it is below one per cent, but this measures soft emission alone; virtual corrections and hard collinear photons enter at relative order $t\approx0.09$ and can be much larger.

Between 6 and 10 GeV the tail drops by a factor of 3.4, whereas $1/s$ alone would give 2.8. The rest comes from $(1+M^4/s^2)/(1-M^2/s)$, which is still falling toward one, partly offset by the growth of $L-1$.
